# Event-driven heat conduction in an alternating-mass hard-point gas

## From one length to another

Suppose that the heat current through a short one-dimensional gas has been simulated and the current through a longer one is needed. If the conductivity is a property of the gas alone and the walls add no noticeable resistance, simulating one short system is enough. If it depends on length, the long system must be simulated, or an extrapolation must be justified with its error.

For the gas treated here the choice matters. With 16 particles the apparent conductivity is 1.57 in the units below. Using it for 128 particles under the same temperature difference of 1.5 predicts a current of \(1.573\times1.5/128=0.0184\). The simulation gives \(0.0461\pm0.0030\), larger by a factor of 2.5. To trust such a comparison one needs a correct event order, a reliable measure of the current and an honest statistical error.

## Model and conventions

There are \(N\) point particles, with \(N\) even, on the interval \(0\le x\le L\). Their masses alternate between 1 and 3, starting with a light particle at the left. They fly freely between elastic collisions and cannot pass each other. The left wall is hot, with temperature \(T_h\), and the right wall is cold, with temperature \(T_c\). Energy moving to the right counts as positive.

The units are reduced: Boltzmann's constant, the light mass, the mean spacing \(L/N\) and the unit of temperature are all 1. The length is therefore varied at fixed density, \(L=N\). If \(J\) is the mean energy crossing the system per unit time, the apparent conductivity is

\[
K=\frac{JL}{T_h-T_c}.
\]

This definition includes whatever resistance arises at the walls, and it refers to a finite temperature difference.

Two scalings follow from the equations of motion. First, stretch all positions by \(\lambda\) at fixed \(N\) and fixed velocities. All times grow by \(\lambda\), so \(J\) falls by \(\lambda\) and \(K\) is unchanged. Point particles have no size that could spoil this, so what matters in a length scan is the number of particles. Second, multiply both wall temperatures by \(s\). Velocities grow by \(s^{1/2}\), energies by \(s\), and times shrink by \(s^{1/2}\). Hence \(J\) grows by \(s^{3/2}\) and \(K\) by \(s^{1/2}\). At a fixed temperature ratio, the dependence of \(K\) on \(N\) has the same form at every overall temperature.

## One collision

Let \(a\) be the left partner and \(b\) the right one. The velocity of their centre of mass is

\[
V=\frac{m_av_a+m_bv_b}{m_a+m_b}.
\]

Relative to \(V\) the two momenta are equal and opposite. Conservation of energy fixes their magnitude, so a collision can only reverse both:

\[
v_a'=2V-v_a,\qquad v_b'=2V-v_b .
\]

Subtraction gives \(v_a'-v_b'=-(v_a-v_b)\): an approaching pair separates.

The energy passed to the right is the energy gained by \(b\),

\[
q=\tfrac12m_b\left[(2V-v_b)^2-v_b^2\right]=2m_bV(V-v_b).
\]

Since \(V-v_b=m_a(v_a-v_b)/(m_a+m_b)\), this becomes

\[
q=2\mu\,(v_a-v_b)\,V,\qquad \mu=\frac{m_am_b}{m_a+m_b}.
\]

For an approaching pair the sign of \(q\) is the sign of \(V\): energy passes in the direction in which the pair moves as a whole.

## The queue and its stale entries

Each particle stores a position \(x_i\), a velocity \(v_i\) and the time \(t_i\) at which they were last updated. Its position at a later time is \(x_i+v_i(t-t_i)\). A pair with gap \(g\) at time \(t\) and \(v_i>v_{i+1}\) will meet at

\[
t_{\rm due}=t+\frac{g}{v_i-v_{i+1}},
\]

provided neither velocity changes first. Otherwise the pair has no due time. The walls are treated as end particles at rest, which gives \(N+1\) pairs in all.

A heap holds the predictions, with the earliest on top, and a separate array holds the current due time of each pair. One cycle is:

1. Remove the earliest entry. If its time differs from the pair's current due time, discard it and take the next.
2. Clear the pair's due time, move its two particles to the collision point and change their velocities.
3. Recompute the due times of the two adjacent pairs, and push each new prediction into the heap.

The colliding pair needs no new prediction because it is separating. All other pairs keep both velocities, so their due times remain correct. If every due time is correct before a cycle, every due time is therefore correct after it, and the earliest accepted entry is the next collision. Comparing floating-point numbers for equality is safe here, because the heap and the array hold copies of the same number. If a new prediction happens to repeat an old one, the first copy is executed and clears the due time, so the second is discarded.

The argument fails if three particles meet at one point at the same instant. With the masses 1 and 3 the outcome then generally depends on which pair is handled first. Such initial conditions have zero probability for random starts, but near-coincidences can amplify rounding errors.

A three-particle example shows an entry becoming stale. In a box of length 4, masses 1, 3, 1 start at \(x=1,\,2.5,\,3.5\) with velocities \(2,\,-1,\,-2\). The first two particles are due at \(1.5/3=0.5\), the last two at \(1/1=1.0\). At time 0.5 the first pair meets at \(x=2\), where

\[
V=\frac{1\cdot2+3\cdot(-1)}{4}=-0.25 .
\]

The new velocities are \(-0.5-2=-2.5\) and \(-0.5+1=0.5\). The energy passed is \(q=2(0.75)(3)(-0.25)=-1.125\), so energy moves left. The third particle is now at 2.5, which leaves a gap of 0.5 and a closing speed of 2.5. The last pair is due at \(0.5+0.2=0.7\), and the old entry at 1.0 must be discarded when it surfaces.

## Why energy conservation is not enough

The collision formulas conserve energy for any two velocities; the positions do not appear in them. A stale event executed at the wrong time therefore passes an energy check. It also does lasting damage. If the pair is separating when the stale event is executed, the reversal of relative velocity makes it approach. No new prediction is made for it, since the method assumes that a pair separates after a collision. The partners can then pass through each other, or a particle can pass through a wall.

This was tested with 12 particles of alternating mass in a box of length 12 with mirror walls. With stale events executed, the relative energy drift after 1000 events was \(1.2\times10^{-15}\), yet the largest separation between supposed collision partners was 135, more than ten box lengths. With stale events discarded, the largest separation was \(6.7\times10^{-14}\) over 1598 collisions. The separation at contact thus exposes collisions executed at the wrong time, while energy tests the accounting and only part of the collision rule. A collision that is never predicted can escape both tests: the partners pass through each other while all executed contacts remain exact. The order of the positions must therefore be checked too, or the trajectory compared with an independent calculation. Reversing both velocities, for example, would conserve energy and separate the pair, but would in general violate momentum conservation. The collision rule therefore needs a momentum check as well.

The correct run was also compared with a calculation that scans all pairs for the next collision and moves every particle to it. At time 300 the collision counts agreed, and the largest position difference was \(8.9\times10^{-13}\).

Equal masses offer an exact trajectory. Here \(V=(v_a+v_b)/2\), so \(v_a'=v_b\) and \(v_b'=v_a\). Exchanging velocities is the same as passing through and exchanging labels. The positions are therefore those of independent particles reflected at the walls, sorted from left to right. To find one of them, reduce \(x_0+v_0t\) to a value \(y\) between 0 and \(2L\) by subtracting a multiple of \(2L\), and replace \(y\) by \(2L-y\) if \(y>L\). The simulation agreed with this solution to \(4.6\times10^{-13}\) at time 300.

## Thermal walls and the energy ledger

A thermal wall forgets the incoming velocity. In equilibrium, the particles leaving a wall per unit time are weighted by their speed, so the emitted speed has the density

\[
p(v)=\frac{mv}{T}\,e^{-mv^2/2T},\qquad v>0 .
\]

The probability of exceeding \(v\) is \(e^{-mv^2/2T}\). Setting this equal to a uniform random number \(U\) gives \(v=\sqrt{-2T\ln U/m}\). The emitted energy is \(-T\ln U\), whose mean is \(T\).

Let \(Q_j\) be the total energy passed to the right across pair \(j\), where \(j=0\) is the hot wall with particle 1 and \(j=N\) is particle \(N\) with the cold wall. Particle \(j\) gains energy only through the pairs on its two sides, so

\[
Q_{j-1}-Q_j=\Delta E_j .
\]

Summing over all particles gives \(Q_0-Q_N=\Delta E\), the energy balance of the whole gas. In a steady state the stored energies fluctuate but do not grow with time. Divided by a long time \(t\), the differences between pairs vanish, and every pair carries the same mean current. The estimator used is

\[
J=\frac{1}{(N+1)\,t}\sum_{j=0}^{N}Q_j .
\]

The particle-by-particle balance was tested in every run with thermal walls. In the length scan its largest error was \(4.1\times10^{-11}\), at \(N=16\). There the energy passed by each pair during the measurement was about \(0.1475\times20000\approx2950\), so the relative error is about \(10^{-14}\). Rounding in the energy accounting is therefore negligible beside the statistical errors. This does not make the trajectory itself reproducible: in a long run with thermal walls, a change of rounding size at the start can lead to a different sequence of collisions, and the measured current can then shift by an amount comparable with its statistical error.

## Two limits with known answers

**Equal wall temperatures.** In equilibrium the \(N\) positions are uniformly distributed subject to their order, with configuration volume \(L^N/N!\). Requiring one chosen gap to exceed \(g\) removes a length \(g\) and leaves \((L-g)^N/N!\). The probability is \((1-g/L)^N\), so the density of gaps at contact is \(N/L\). This holds for wall gaps too.

A pair with closing speed \(u>0\) collides within \(dt\) if its gap is below \(u\,dt\). The relative velocity is Gaussian with variance \(T/m_a+T/m_b=T/\mu\). Its positive part has the mean

\[
\int_0^\infty u\,\frac{e^{-\mu u^2/2T}}{\sqrt{2\pi T/\mu}}\,du=\sqrt{\frac{T}{2\pi\mu}},
\]

so the collision rate of the pair is

\[
r=\frac NL\sqrt{\frac{T}{2\pi\mu}} .
\]

For a wall, \(\mu\) is replaced by the mass of the particle next to it. With \(N=8\) and \(T=1\), seven particle pairs contribute \(7\times0.4607\) and the two walls contribute \(0.399+0.230\), in total 3.854. The simulation gave \(3.855\pm0.018\), and a current of \(-0.0006\pm0.0032\), consistent with zero.

**Equal masses, unequal walls.** The particles are again equivalent to independent ones. The mean time to cross after emission at temperature \(T\) is

\[
L\int_0^\infty\frac{p(v)}{v}\,dv=\frac{Lm}{T}\int_0^\infty e^{-mv^2/2T}dv=L\sqrt{\frac{\pi m}{2T}} .
\]

In one round trip a particle carries on average \(T_h\) to the cold wall and \(T_c\) back. Dividing the net energy by the mean round-trip time and multiplying by \(N\) gives

\[
J=\frac{N(T_h-T_c)}{L\sqrt{\pi m/2}\,\left(T_h^{-1/2}+T_c^{-1/2}\right)} .
\]

The bracket equals \((\sqrt{T_h}+\sqrt{T_c})/\sqrt{T_hT_c}\), and \(T_h-T_c=(\sqrt{T_h}-\sqrt{T_c})(\sqrt{T_h}+\sqrt{T_c})\). The common factor cancels:

\[
J=\frac NL\sqrt{\frac{2}{\pi m}}\,\sqrt{T_hT_c}\left(\sqrt{T_h}-\sqrt{T_c}\right).
\]

At fixed density this ballistic current does not depend on length, so \(K\) is proportional to \(L\). For \(m=1\), \(T_h=2\) and \(T_c=0.5\) it equals \(0.7979\times1\times0.7071=0.5642\). The simulations gave \(0.5635\pm0.0077\) for \(N=8\) and \(0.5502\pm0.0118\) for \(N=32\). The second value lies 1.2 standard errors low.

This limit carries a warning about errors. The mean square crossing time contains \(\int p(v)v^{-2}dv\), whose integrand behaves as \(1/v\) at small \(v\). The integral diverges logarithmically: rare slow particles make error estimates converge slowly in the equal-mass gas.

## The length scan

The masses are now 1 and 3, with \(T_h=2\) and \(T_c=0.5\). These are round model parameters. Each run discards a warm-up lasting 15% of the measured time, then divides the measurement into 20 equal blocks. The quoted error is the standard deviation of the block currents divided by \(\sqrt{20}\).

| \(N=L\) | \(J\) | \(K\) |
|---|---|---|
| 16 | 0.1475 ± 0.0062 | 1.57 ± 0.07 |
| 32 | 0.1082 ± 0.0058 | 2.31 ± 0.12 |
| 64 | 0.0732 ± 0.0043 | 3.12 ± 0.18 |
| 128 | 0.0461 ± 0.0030 | 3.93 ± 0.26 |

The current falls with length, but more slowly than \(1/L\). To fit \(K\propto L^p\), put \(\ell_i=\ln L_i\) and \(y_i=\ln K_i\). For small errors the uncertainty of \(y_i\) is \(s_i=\delta K_i/K_i\), here 0.042, 0.053, 0.059 and 0.065. With weights \(w_i=1/s_i^2\) and the weighted mean \(\bar\ell\), least squares gives

\[
p=\frac{\sum_iw_i(\ell_i-\bar\ell)y_i}{\sum_iw_i(\ell_i-\bar\ell)^2},\qquad
\delta p=\left[\sum_iw_i(\ell_i-\bar\ell)^2\right]^{-1/2}.
\]

The second formula follows from the first because the \(y_i\) come from independent runs: the variance of the numerator is \(\sum_iw_i^2(\ell_i-\bar\ell)^2s_i^2\), which equals the denominator. The weighted mean is \(\bar\ell=5.13\ln2\), and the sum in \(\delta p\) is about 850, so \(\delta p=0.034\). The fitted power is

\[
p=0.453\pm0.034,\qquad J\propto L^{-0.547\pm0.034}.
\]

With negligible resistance at the walls, Fourier's law with a length-independent conductivity would give \(p=0\); ballistic transport would give \(p=1\). Both lie more than ten standard errors away, so neither describes \(K\) in this range of lengths.

A fixed resistance at the walls could also make \(K\) rise with length, even if the conductivity \(\kappa\) of the gas were constant. If a share \(f\) of the temperature difference is lost at the walls, then \(K\approx\kappa(1-f)\). Since \(\kappa\) would have to be at least 3.93, the value 1.57 at \(N=16\) would require \(f\) to be at least about \(1-1.57/3.93=0.6\). The end-particle temperatures discussed below give only 0.11, but they miss much of the loss. At this length the temperature falls by about 0.3 between the first and the second particle, and the gradient in the middle of the gas corresponds to a lost share of roughly one third. That is still below 0.6, so the walls account for part of the rise of \(K\) but probably not for all of it. The table alone cannot decide either: \(L/K=R+L/\kappa\), with constant \(\kappa\approx4.9\) and a fixed wall term \(R\approx7.0\), fits its four values within their errors. To separate the two explanations, one can measure the temperature gradient in the interior of the gas, or simulate much longer systems with errors small enough to distinguish their diverging predictions.

## What the error bar leaves out

**Curvature.** The statistical error of \(p\) assumes a single power law. The local powers between successive lengths are \(0.55\pm0.10\), \(0.44\pm0.11\) and \(0.33\pm0.13\). They decrease, but the first and last differ by \(0.22\pm0.16\), only 1.4 standard errors. The data neither establish curvature nor exclude it. If the difference is real, making it a three-standard-error result requires errors about 2.2 times smaller, and so runs about five times longer.

The ambiguity matters for extrapolation. For a system ten times longer than the last, the fitted power predicts \(K=3.93\times10^{0.453}\approx11\), while the last local power predicts \(3.93\times10^{0.33}\approx8\). The constant conductivity with a fixed wall term, fitted above, would give only about 5. The fitted power describes the measured window and should not be taken as the large-\(L\) exponent.

**Contacts.** The time-averaged kinetic temperatures of the end particles show how much of the imposed difference is lost between each wall and the particle next to it. The layer disturbed by a wall can reach further into the gas, so the full contact loss can be considerably larger. At \(N=16\) they are 1.99 and 0.65, a lost share of \(1-1.34/1.5=0.11\pm0.03\). The shares at the longer lengths are \(0.06\pm0.04\), \(0.13\pm0.03\) and \(0.02\pm0.04\), too uncertain to establish how the share depends on length.

The influence of this part of the loss on \(p\) can be estimated from the shortest and longest systems. Using the temperature difference between the end particles divides \(K\) by one minus the lost share. The ratio \(K_{128}/K_{16}\) changes by \(0.89/0.98=0.91\), which lowers the power by \(0.096/\ln8\approx0.05\). The distance between the end particles is also shorter than \(L\). With equal mean gaps it is \(L(N-1)/(N+1)\), which raises the same ratio by \((127/129)/(15/17)=1.12\) and the power by about 0.05. The two corrections nearly cancel, but the uncertainty of the lost shares leaves about 0.03 undecided, comparable with \(\delta p\). Losses deeper in the boundary layers are not included in this estimate, and their effect is larger. A total lost share that falls from about 0.3 at \(N=16\) to about 0.2 at \(N=64\), as the interior gradient suggests, lowers the power over that range by about \(\ln(0.8/0.7)/\ln4\approx0.1\), well above \(\delta p\).

**Steadiness.** At \(N=128\) the heat entering at the hot wall is 0.0450 per unit time and the heat leaving at the cold wall is 0.0465. Over the measured time of 14000, the gas lost about \(0.0015\times14000=21\) units of energy. In equilibrium at the mean wall temperature 1.25, the kinetic energy has standard deviation \(T\sqrt{N/2}=10\), and the difference of two independent values has 14. The loss is 1.5 times that, so it is compatible with fluctuations, although a remnant of the warm-up cannot be ruled out. The mismatch is half the standard error of \(J\).

**Block length.** The error formula treats blocks as independent. At \(N=128\) a block lasts 700, while a particle of the mean mass 2 at temperature 1.25 would need \(128/\sqrt{1.25/2}\approx160\) to cross the system at its thermal speed. About four such times fit into a block, but the energy stored in the gas can relax more slowly than a single particle crosses it. Some correlation between neighbouring blocks may therefore remain. Even for independent Gaussian blocks, an error estimated from 20 of them is itself uncertain by about \(1/\sqrt{2\times19}=16\%\).

## Cost of the queue

In the length scan, 31% to 33% of the entries removed from the heap were stale. At the end of the runs the heap held 51, 99, 208 and 423 entries, or 3.0 to 3.3 per pair. At most one entry per pair can be current, so at least two thirds of the stored entries were waiting to be discarded.

Such entries persist because nearly equal velocities give remote predictions. If the density of closing speeds is finite at zero, the chance that a predicted wait exceeds \(s\) falls as \(1/s\). At a steady rate of new predictions, the number still waiting grows as \(\int ds/s\), logarithmically with the simulated time. This estimate suggests that occasional rebuilding of the heap would matter only in very long runs.

A heap with \(H\) entries needs at most of order \(\ln H\) operations per insertion or removal, whereas a full scan needs of order \(N\) per collision. The queue thus lowers the cost per collision in long systems, but it does not reduce the number of collisions needed for a given statistical error.

## Range of validity

The values of \(K\) belong to point particles with mass ratio 3, a wall temperature ratio of 4 and fully thermalizing walls. They represent no particular material. Atoms in a real chain or channel interact over a finite range and can move sideways, and both change how momentum and energy are exchanged. Neither the conductivities nor the fitted power should be transferred to such a system without a calculation that includes these effects. The numerical output below gives the remaining details of each run.

## Calculated quantities

```
All numbers in reduced units (k_B = light mass = spacing = 1)
masses 1, 3; wall temperatures 2, 0.5
3-particle demo: x = 1, 2.5, 3.5; v = 2, -1, -2; box length 4
  due times before: pair 1-2 0.500, pair 2-3 1.000
  after first hit: v1 -2.500, v2 0.500, energy passed right -1.125
  new due times: wall-1 1.300, pair 2-3 0.700
heap vs full scan, 12 particles, time 300: 1598 hits, max position difference 8.9e-13
  relative energy drift 2.7e-15, largest separation at a hit 6.7e-14
stale events executed, 1000 hits: energy drift 1.2e-15, largest separation 135.01
equal masses vs folded free flight: max difference 4.6e-13
equilibrium T = 1, N = 8: rate per pair, formula 0.4607
  total hit rate 3.855 +- 0.018, formula 3.854
  current -0.0006 +- 0.0032
equal masses 1, ballistic current formula 0.5642
  N = 8: simulated current 0.5635 +- 0.0077
  N = 32: simulated current 0.5502 +- 0.0118
alternating masses, N = L: current J, K = J L/(T_hot - T_cold)
N = 16: J 0.1475 +- 0.0062, K 1.573 +- 0.066, measured time 20000
  hits 189235, discarded share 0.314, final heap 51, ledger error 4.1e-11
  end-particle temperatures 1.99, 0.65; share lost at ends 0.11 +- 0.03
  heat in at hot wall 0.1475, out at cold wall 0.1475
N = 32: J 0.1082 +- 0.0058, K 2.308 +- 0.123, measured time 18000
  hits 340607, discarded share 0.324, final heap 99, ledger error 2.6e-11
  end-particle temperatures 1.99, 0.58; share lost at ends 0.06 +- 0.04
  heat in at hot wall 0.1082, out at cold wall 0.1084
N = 64: J 0.0732 +- 0.0043, K 3.121 +- 0.183, measured time 16000
  hits 607742, discarded share 0.329, final heap 208, ledger error 1.0e-11
  end-particle temperatures 1.90, 0.59; share lost at ends 0.13 +- 0.03
  heat in at hot wall 0.0729, out at cold wall 0.0733
N = 128: J 0.0461 +- 0.0030, K 3.932 +- 0.257, measured time 14000
  hits 1070785, discarded share 0.331, final heap 423, ledger error 8.9e-12
  end-particle temperatures 2.00, 0.54; share lost at ends 0.02 +- 0.04
  heat in at hot wall 0.0450, out at cold wall 0.0465
local power of K, N 16 to 32: 0.55 +- 0.10
local power of K, N 32 to 64: 0.44 +- 0.11
local power of K, N 64 to 128: 0.33 +- 0.13
fitted power of K in L: 0.453 +- 0.034
fitted power of J in L: -0.547 +- 0.034
```
